\section*{Square-root and cube-root coarsening of monolayer islands during growth interruption}

\section{Two surfaces after one minute}

Two very wide semiconductor terraces at 850 K carry monolayer islands over one fifth of their area. On both, the radius separating growing from shrinking islands is 10 nm when the growth flux is shut off. Adatom density, diffusivity and step energy are the same. On the first, adatoms join a step without an extra barrier; on the second they must overcome 0.50 eV. Each terrace starts with the self-similar distribution of island sizes belonging to its own slower step. In a kinetic model the dividing radius after 60 s is 37.9 nm on the first terrace and 15.1 nm on the second. The barrier changes more than a rate constant: as long as it keeps attachment the slower step, it also changes the power of time that growth approaches.

When attachment limits exchange, island radii approach growth as $t^{1/2}$; when terrace diffusion limits it, as $t^{1/3}$. Two derivations follow. One uses the behaviour of the many-island problem under enlargement, the other a mean-field rate law.

\section{The common physical problem}

Islands are one atomic layer high and circular, because atoms rearrange quickly along their edges. Let $R$ be a radius, $\Omega$ the area per atom and $\gamma$ the step free energy per length. An island of $n=\pi R^2/\Omega$ atoms has edge energy $F=2\pi R\gamma$. Since $dn/dR=2\pi R/\Omega$,
\begin{equation}
\Delta\mu=\frac{dF}{dn}=\frac{2\pi\gamma}{2\pi R/\Omega}=\frac{\gamma\Omega}{R}.
\end{equation}
Let $c_0$ be the adatom density in equilibrium with a straight step. For dilute adatoms, the density in equilibrium with the island is
\begin{equation}
c_{\rm eq}(R)=c_0e^{\Gamma/R}\simeq c_0\left(1+\frac{\Gamma}{R}\right),\qquad
\Gamma=\frac{\gamma\Omega}{k_BT}.
\end{equation}
The linear form needs $\Gamma\ll R$. Small islands have the higher adatom density, so they feed large ones.

Adatoms adjust quickly compared with the radii, so their density obeys $\nabla^2c=0$. With diffusivity $D$, attachment velocity $k$ and normal $n$ pointing out of the island, the edge condition is
\begin{equation}
D\,\partial_nc=k\,[c-c_{\rm eq}(R)].
\end{equation}
Both sides are inflow per edge length. On top of the island the regular steady solution is the constant $c_{\rm eq}(R)$; it carries no current, so exchange runs through the surrounding terrace.

Write $c=c_0(1+\Gamma\phi)$, where $\phi$ is an inverse length, and $d=D/k$. Dividing the edge condition by $kc_0\Gamma$ gives, for island $i$,
\begin{equation}
\nabla^2\phi=0,\qquad d\,\partial_n\phi=\phi-\frac1{R_i}. \label{field}
\end{equation}
Each arriving atom adds area $\Omega$. Hence $2\pi R_i\dot R_i=\Omega D\oint\partial_nc\,ds$, or
\begin{equation}
\dot R_i=\frac{K}{2\pi R_i}\oint\partial_n\phi\,ds,\qquad
K=(\Omega c_0)D\Gamma. \label{speed}
\end{equation}
No atoms arrive or desorb, and the adatom store is small. Therefore $\sum_iR_i\dot R_i=0$, and the coverage $\theta$ is constant. Nucleation, coalescence and exchange with terrace-bounding steps are excluded.

\section{First derivation: enlarging the whole surface}

Enlarge every radius and separation by $\lambda$. If $\phi(\mathbf x)$ solves the original problem, try
\begin{equation}
\phi_\lambda(\mathbf x)=\lambda^{-1}\phi(\mathbf x/\lambda).
\end{equation}
It still obeys Laplace's equation. At an edge, $\phi_\lambda$ and $1/(\lambda R_i)$ both carry a factor $\lambda^{-1}$, while $\partial_n\phi_\lambda$ carries $\lambda^{-2}$. Equation \eqref{field} is satisfied if $d$ is also replaced by $\lambda d$. In \eqref{speed} the edge length cancels the growth of $R_i$, leaving
\begin{equation}
\dot R_i(\lambda R,\lambda X;\lambda d)=\lambda^{-2}\dot R_i(R,X;d), \label{scale}
\end{equation}
where $R$ and $X$ denote all radii and positions.

\paragraph{Diffusion limit.} For $d\to0$, $d$ disappears and speeds scale as $\lambda^{-2}$.

\paragraph{Attachment limit.} For large $d$, \eqref{field} makes gradients of order $1/(Rd)$. Across distances comparable with the spacing, $\phi$ then varies by far less than $1/R$. It can be replaced by a constant $\bar\phi$:
\begin{equation}
\dot R_i=\frac{K}{d}\left(\bar\phi-\frac1{R_i}\right).
\end{equation}
Area conservation requires $\sum_i(R_i\bar\phi-1)=0$, so $\bar\phi=1/\langle R\rangle$. At fixed $d$, speeds scale as $\lambda^{-1}$.

Both limits have $\dot R\propto\lambda^{1-z}$, with $z=3$ for diffusion and $z=2$ for attachment. Suppose that the surface has become statistically self-similar: later arrangements look like enlarged earlier ones. A characteristic radius $\ell$ then obeys
\begin{equation}
\dot\ell=C\ell^{1-z}
\;\Rightarrow\;
\ell^{z-1}d\ell=C\,dt
\;\Rightarrow\;
\ell^z=\ell_0^z+zCt. \label{power}
\end{equation}
The constant $C$ contains the size distribution and, in the diffusion limit, also the coverage and arrangement. Once $\ell^z\gg\ell_0^z$, the radius follows $t^{1/z}$.

Two-dimensional diffusion fields contain logarithms, which might seem to spoil these powers. Represent each island by a source of strength $q_j$:
\begin{equation}
C_0+q_i\left(\ln R_i-\frac d{R_i}\right)+\sum_{j\ne i}q_j\ln r_{ij}=\frac1{R_i},
\qquad \sum_jq_j=0.
\end{equation}
Enlargement adds $\ln\lambda\sum_jq_j$, which vanishes because atoms are conserved. This was tested on 400 randomly placed, non-overlapping islands at $\theta=0.20$, enlarged threefold. The speeds fell with powers 2.0000 for $d=0$ and 1.0000 for $d$ about $10^6$ times the mean initial radius.

For fixed nonzero $d$, \eqref{scale} says that enlarging the islands is equivalent, apart from the factor $\lambda^{-2}$, to reducing $d$ to $d/\lambda$. A surface that starts attachment limited therefore moves towards diffusion control as it coarsens, if no other length intervenes.

\section{Second derivation: a mean field of islands}

\subsection{The rate law}

Give each island a circular surrounding cell of radius $\rho$, with $\phi=\bar\phi$ at its outer edge. The radial solution is $\phi=\bar\phi-b\ln(\rho/r)$. Its slope at the island is $b/R$. With $\Lambda=\ln(\rho/R)$, the edge condition gives
\begin{equation}
\frac{db}{R}=\bar\phi-b\Lambda-\frac1R
\quad\Rightarrow\quad
b=\frac{\bar\phi-1/R}{\Lambda+d/R}.
\end{equation}
The contour integral in \eqref{speed} equals $2\pi b$. Defining the critical radius by $\bar\phi=1/R_c$,
\begin{equation}
\dot R=\frac{K}{\Lambda R+d}\left(\frac1{R_c}-\frac1R\right). \label{rate}
\end{equation}
Islands above $R_c$ grow. Diffusion and attachment act as resistances in series, equal at $R_\times=d/\Lambda$.

If the island fills a fraction $\theta$ of its own cell, $R^2/\rho^2=\theta$ and $\Lambda=\tfrac12\ln(1/\theta)$. This is an estimate. What matters for the power is that $\Lambda$ does not drift with time at fixed coverage.

\subsection{Attachment limit}

For $\Lambda R\ll d$, set $A=K/d$. Use $u=R/R_c$ and $\tau=\ln R_c$. Differentiating $u$ gives $\dot u=\dot R/R_c-u\dot R_c/R_c$; division by $\dot\tau=\dot R_c/R_c$ yields
\begin{equation}
v\equiv\frac{du}{d\tau}=\frac{\dot R}{\dot R_c}-u
=\nu\left(1-\frac1u\right)-u,\qquad
\nu=\frac{A}{R_c\dot R_c}.
\end{equation}
A stationary distribution $g(u)$ requires constant $\nu$. Integrating $R_c\dot R_c=A/\nu$ gives $R_c^2=R_c(0)^2+2At/\nu$, already a square-root law.

The value of $\nu$ follows from the distribution. At constant island area the number of islands is proportional to $R_c^{-2}=e^{-2\tau}$. Continuity in $u$ gives
\begin{equation}
-2g+(vg)'=0\quad\Rightarrow\quad
vg=-M\exp\left(2\int\frac{du}{v}\right). \label{cont}
\end{equation}
Now
\begin{equation}
v=-\frac{u^2-\nu u+\nu}{u}.
\end{equation}
If $\nu<4$, $v$ has no positive zero and the distribution extends to infinity. There $v\simeq-u$, so \eqref{cont} gives $g\propto u^{-3}$ and a divergent island area. If $\nu>4$, a distribution can end at the smaller zero $u_1$. Near it $v\simeq s(u-u_1)$ with $s>0$, and $g\propto(u_1-u)^{2/s-1}$: a power-law end. An upper end vanishing faster than any power requires a double zero. This is the smooth-tail condition adopted here. The discriminant $\nu^2-4\nu$ must vanish, so $\nu=4$, the zero is $u=2$, and
\begin{equation}
R_c^2=R_c(0)^2+\frac A2t. \label{alaw}
\end{equation}

With $v=-(2-u)^2/u$, writing $u=2-(2-u)$ gives
\begin{equation}
2\int\frac{du}{v}=-\frac4{2-u}-2\ln(2-u).
\end{equation}
Integrating $(vg)'=2g$ over all sizes requires $vg=-2$ at $u=0$, the rate of disappearance. There \eqref{cont} gives $-Me^{-2}/4$, so $M=8e^2$ and
\begin{equation}
g(u)=8e^2\frac{u}{(2-u)^4}\exp\left(-\frac4{2-u}\right),\quad 0<u<2.
\end{equation}
Area conservation can be checked by multiplying $(vg)'=2g$ by $u^2$ and integrating by parts: $\langle uv\rangle=-\langle u^2\rangle$. Since $uv=\nu(u-1)-u^2$, this gives $\langle u\rangle=1$, as required.

\subsection{Diffusion limit}

For $\Lambda R\gg d$, set $B=K/\Lambda$. The same change of variables gives
\begin{equation}
v=\frac{\nu}{u}\left(1-\frac1u\right)-u
=-\frac{u^3-\nu u+\nu}{u^2},\qquad
\nu=\frac{B}{R_c^2\dot R_c}.
\end{equation}
Constant $\nu$ now gives $R_c^3=R_c(0)^3+3Bt/\nu$. At a double zero the numerator and its derivative vanish. The derivative gives $\nu=3u^2$; substitution gives $-2u^3+3u^2=0$. Hence $u=3/2$, $\nu=27/4$, and
\begin{equation}
R_c^3=R_c(0)^3+\frac49Bt. \label{dlaw}
\end{equation}
The numerator factors as $(3/2-u)^2(u+3)$. Partial fractions give
\begin{equation}
\int\frac{du}{v}=-\frac{1/2}{3/2-u}-\frac59\ln\left(\frac32-u\right)-\frac49\ln(u+3).
\end{equation}
Using \eqref{cont} and the same condition at $u=0$,
\begin{equation}
g=\frac{M u^2\exp[-1/(3/2-u)]}{(3/2-u)^{28/9}(u+3)^{17/9}},
\quad M=2\left(\tfrac32\right)^{10/9}3^{8/9}e^{2/3},
\end{equation}
for $0<u<3/2$. Here area conservation gives $\langle1/u\rangle=1$, and the mean radius is $1.067R_c$.

These results were tested by evolving 20,000 islands until $R_c$ tripled, finding $R_c$ at each step from area conservation. In units $A=B=1$, the slopes of $R_c^2$ and $R_c^3$ were 0.498 and 0.443, against $1/2$ and $4/9$. With the two starting distributions interchanged, the exponents measured as the mean radius grew from 2.5 to 6.4, in units where initially $R=u$, were 0.513 and 0.327. The initial shape thus left a small deviation, but the two powers remained distinct.

\section{The numbers for an interrupted growth}

The example takes $\Omega=0.160$ nm$^2$, $\gamma=0.15$ eV/nm, $D=5\times10^5$ nm$^2$/s, $\Omega c_0=0.010$ and $\theta=0.20$. At 850 K, $k_BT=0.07325$ eV, so
\begin{align}
\Gamma&=0.15\times0.160/0.07325=0.328\ {\rm nm},\\
K&=0.010\times(5\times10^5)\times0.3277=1638\ {\rm nm^3/s}.
\end{align}
The cell estimate is $\Lambda=\tfrac12\ln5=0.805$. For site length $a=0.40$ nm and extra barrier $E$, the model takes $k=(D/a)e^{-E/k_BT}$, hence $d=ae^{E/k_BT}$.

Without a barrier, $d=0.40$ nm and $R_\times=0.50$ nm, well below the initial 10 nm. Then $B=K/\Lambda=2036$ nm$^3$/s, and \eqref{dlaw} gives
\begin{equation}
R_c(60\,{\rm s})=(10^3+904.8\times60)^{1/3}\ {\rm nm}=38.1\ {\rm nm}.
\end{equation}
With 0.50 eV, $d=369$ nm and $R_\times=458$ nm. Then $A=4.44$ nm$^2$/s and
\begin{equation}
R_c(60\,{\rm s})=(10^2+2.222\times60)^{1/2}\ {\rm nm}=15.3\ {\rm nm}.
\end{equation}
Started from the diffusion-limited and attachment-limited size distributions, respectively, the complete law \eqref{rate} gives 37.9 and 15.1 nm. Both lie slightly below the limiting results because each limit omits one of the two resistances. The starting distribution matters too: with the two interchanged and $R_c(0)$ kept at 10 nm, the radii are about 39.4 and 13.4 nm.

The larger exponent belongs to the slower surface. The exponent says how growth continues, while $A$ and $B$ set its pace. Moreover, 60 s is too short to show a clean square root. Differentiating \eqref{power} gives
\begin{equation}
\frac{d\ln R_c}{d\ln t}=\frac1z\left[1-\left(\frac{R_c(0)}{R_c}\right)^z\right].
\end{equation}
At 60 s this is 0.327 for diffusion but 0.286 for attachment, far below $1/2$. A log-log plot over this interval could mislead; $R_c^2$ against time would be nearly straight. Waiting longer does not bring this surface all the way to $1/2$: in the complete law the exponent peaks at about 0.46, near $R_c=65$ nm, because terrace diffusion already adds resistance there.

A 0.30 eV barrier gives $d=24.0$ nm and $R_\times=29.9$ nm. For a start from the attachment-limited distribution at $R_c=10$ nm, the exponent obtained from successive enlargement times, as the mean radius grows from 15 to 33.75 nm, is about 0.39. From the diffusion-limited distribution it is about 0.42. Both values lie between the two limits.

\section{What the two derivations assume}

Both derivations need conserved area, quasi-static adatoms, the linear edge energy correction and a self-similar state. The first starts from the field of all islands and needs no circular cells, but leaves $C$ unknown. The second also supplies prefactors and distributions, at the price of an average environment and a smooth upper tail. A different admissible tail changes $\nu$, and hence the prefactor, but not the power. Likewise, if $\Lambda$ depends on $u$ but not separately on time, the diffusion equation for $u$ still has no explicit time and the cube-root law survives.

The mean-field prefactor is the weaker result. Solving the source equations for four random layouts of 400 islands, and matching the total rate of edge-length reduction, gives an effective $\Lambda=1.73$, with a spread of 0.11, instead of 0.805. The value depends on the quantity matched: matching the rate of change of $\sum_iR_i^3$, which gives more weight to the large islands, yields about 1.5. This number describes only the momentary rate in these finite, random layouts. It should not be put into \eqref{dlaw} to predict the radius at 60 s, because coarsening can change the size distribution and correlate neighbours. The source equations also neglect the uneven inflow around each edge.

The parameters are round, rough values meant for growth interruption at an arsenide III--V quantum-well interface, with arsenic supplied and group-III adatoms carrying the exchange. Temperatures near 850 K and pauses of seconds to minutes are reasonable for this process. Diffusivity, adatom density and attachment barrier are much less certain, and 0.50 eV was chosen to reach the attachment limit. Real arsenide surfaces are anisotropic. For islands of aspect ratio 2 at unchanged area, the perimeter is 9\% longer and, if the outer cell edge stays circular, $\Lambda$ is 9\% smaller. Through these kinetic factors alone, either limiting radius at 60 s rises by about 3\%; anisotropic step energy and diffusion are not included.

Surface steps can be more serious. A miscut of $0.05^\circ$ with steps 0.28 nm high gives terraces 321 nm wide. At fixed coverage the island density follows from the root-mean-square radius, which is $1.087R_c$ in the diffusion limit. The final island spacing is then 164 nm, 0.51 of that width. The adatom density at a straight step is only $c_0$, so the islands lose atoms to the steps, and the terrace width enters as a fixed length. In a mean-field estimate, let both bounding steps take up atoms by the same attachment law as the island edges. After 60 s nearly all the island area is gone in the diffusion case and about half in the attachment case, although there the spacing is only about a fifth of the terrace width. Even on terraces 1600 nm wide the losses are about a quarter and a tenth. The radii calculated above therefore apply only to much wider terraces, or to steps that hardly exchange atoms.

Several other omissions are smaller here. The second-order term in $e^{\Gamma/R}$ is 1.6\% of the first at 10 nm. Within a cell, adatoms relax in less than about 1 ms in the diffusion case and 18 ms in the attachment case, against initial ripening times $R_c/\dot R_c$ of 3.3 and 90 s. For an assumed desorption barrier of 2.7 eV and attempt rate of $10^{13}$ s$^{-1}$, the loss in 60 s is 0.3\% of the island area. Island migration is less negligible. The following estimates treat all islands as having radius $R_c$. If islands move only by exchanging atoms with the surrounding terrace, the initial ripening time is 0.17 of the estimated time for two neighbours to diffuse across their gap in the diffusion case, and 0.13 in the attachment case. At 60 s the ratios are 0.05 and 0.08. Exchange with adatoms on top of the islands is not included; it would double these ratios if attachment were equally easy from above. Motion by atoms running along the edges is also left out. Both would make coalescence more likely.

Growing islands can also touch without moving, and how often they do depends on the initial layout. The source equations were followed for 60 s with 450 islands, using one layout for each case and merging islands on contact. From a random layout, about half of the islands left in the diffusion case had merged with a neighbour, and about an eighth in the attachment case. With initial gaps of at least 6 nm, the shares were about a tenth and a hundredth. Only some 25 to 35 islands remain in the diffusion case, so its shares scatter between layouts: from about 0.5 to 0.6 for random starts, and from none to nearly a fifth with the gaps. In the attachment case with gaps they lie between one and two hundredths. Neglecting coalescence therefore requires islands that start well separated.

\section*{Numbers as computed}
\begin{verbatim}
Temperature: 850 K; thermal energy: 0.07325 eV
Site length: 0.40 nm; area per atom: 0.160 nm^2
Line tension: 0.15 eV/nm; Gamma: 0.3277 nm
Adatom diffusivity: 5.0e-09 cm^2/s = 5.0e+05 nm^2/s
Equilibrium adatom coverage: 0.010; island coverage: 0.20
Initial critical radius: 10.0 nm; interruption: 60 s
Cell logarithm Lam: 0.8047; K: 1638.3 nm^3/s
Edge chemical potential at start: 2.400 meV
Largest relative error of flux formula: 2.4e-07
Attachment slope d(Rc^2)/dt, reduced: 0.4984; theory 0.5000
Diffusion slope d(Rc^3)/dt, reduced: 0.4433; theory 0.4444
Largest CDF deviations, attachment/diffusion: 0.0016, 0.0028
Mean R/Rc in diffusion-limited state: 1.0665
Exponent from wrong initial shape, attachment: 0.5131
Exponent from wrong initial shape, diffusion: 0.3265
Many-island speed powers, diffusion/attachment: 2.0000, 1.0000
Barrier 0.00 eV: d = 0.40 nm, k = 1.250e+06 nm/s, d/Lam = 0.50 nm
  full kinetics at 60 s: Rc = 37.93 nm, mean R = 40.43 nm
Barrier 0.30 eV: d = 24.03 nm, k = 2.080e+04 nm/s, d/Lam = 29.86 nm
  full kinetics at 60 s: Rc = 32.29 nm, mean R = 33.74 nm
Barrier 0.50 eV: d = 368.67 nm, k = 1.356e+03 nm/s, d/Lam = 458.13 nm
  full kinetics at 60 s: Rc = 15.10 nm, mean R = 15.16 nm
Mixed-case exponent, mean R from 15 to 33.75 nm: 0.3893
A for 0.50 eV barrier: 4.4438 nm^2/s; A/2: 2.2219 nm^2/s
B without barrier: 2035.85 nm^3/s; 4B/9: 904.82 nm^3/s
Limit laws at 1 s: attachment Rc = 10.11 nm, diffusion Rc = 12.40 nm
Limit laws at 10 s: attachment Rc = 11.06 nm, diffusion Rc = 21.58 nm
Limit laws at 60 s: attachment Rc = 15.27 nm, diffusion Rc = 38.10 nm
Local log-log slopes at 60 s, attachment/diffusion: 0.2857, 0.3273
Second-order/first-order Gibbs-Thomson term at start: 1.64 %
Excess adatoms stored / island atoms at start: 0.131 %
Adatom relaxation time, diffusion/attachment: 1.00e-03, 1.84e-02 s
Ripening time R/(dR/dt) at start, diffusion/attachment: 3.32, 90.01 s
Desorption barrier: 2.70 eV; rate per adatom: 9.80e-04 1/s
Island area lost by desorption in 60 s: 0.294 %
Miscut: 0.05 degree; step height: 0.28 nm; terrace: 320.9 nm
Final island spacing, diffusion/attachment: 151.0, 60.5 nm
Spacing/terrace width, diffusion/attachment: 0.471, 0.189
Ripening/migration time ratio, diffusion start/end: 0.168, 0.046
Ripening/migration time ratio, attachment start/end: 0.126, 0.081
Aspect ratio 2: perimeter increase 9.03 %, Lam decrease 7.32 %
Many-island effective Lam: 1.731; spread over 4 layouts: 0.113
Diffusion-limited Rc at 60 s with that Lam: 29.71 nm
\end{verbatim}
